# Four-terminal resistance need not be even in magnetic field

Reversing the magnetic field can change a four-terminal resistance, even in a linear, uniform conductor and even when both voltage probes sit on the same edge. What linear response guarantees for a general sample is a relation between two different measurements:

\[
R_{ij,kl}(B)=R_{kl,ij}(-B),\qquad R_{ij,kl}=\frac{V_k-V_l}{I}. \tag{1}
\]

Here the current \(I\) enters at contact \(i\) and leaves at \(j\), and an ideal voltmeter reads \(V_k-V_l\). The current pair and the voltage pair must be exchanged when the field is reversed. On the square plate worked out below, field reversal alone changes a same-edge resistance from 190.6 to 342.7 ohm. Reversal together with exchange of the leads returns the original value.

## The belief and its appeal

The belief is that a resistance is even in \(B\), apart from a Hall voltage picked up by probes facing each other across the sample. Three true facts support it.

First, the diagonal resistivity \(\rho_{xx}\) is even in \(B\). Secondly, the heat produced per unit area is \(\mathbf J\cdot\mathbf E=\mathbf J\cdot\rho\mathbf J\), to which the antisymmetric, Hall part of \(\rho\) contributes nothing. Thirdly, a two-terminal resistance is even, as will follow from (1).

None of these settles the four-terminal case. A measured resistance depends on how the current spreads through the sample as well as on \(\rho_{xx}\). Nor is \(I(V_k-V_l)\) the power dissipated, since the current and the voltage belong to different contacts. A four-terminal resistance can even be negative, and one of those below is.

## The material law

Take a two-dimensional sheet with \(n\) electrons per unit area, charge \(-e\), and an elliptical band \(\varepsilon=\tfrac12\mathbf p\cdot M^{-1}\mathbf p\), where \(M\) is a symmetric mass tensor. The field \(B\) points along \(+z\). With a constant relaxation time \(\tau\), the steady Boltzmann equation is

\[
\mathbf F\cdot\frac{\partial f}{\partial\mathbf p}=-\frac{f-f_0}{\tau},\qquad
\mathbf F=-e(\mathbf E+\mathbf v\times\mathbf B),\qquad \mathbf v=M^{-1}\mathbf p .
\]

Multiply by \(\mathbf p\) and integrate over momentum. The left side is integrated by parts. The force has zero divergence in momentum space, because \(M^{-1}\) is symmetric while the cross product is antisymmetric, so the left side becomes \(-n\langle\mathbf F\rangle\). The equilibrium function \(f_0\) carries no mean momentum, so the right side is \(-n\langle\mathbf p\rangle/\tau\). With the drift velocity \(\mathbf u=\langle\mathbf v\rangle\) and \(\langle\mathbf p\rangle=M\mathbf u\),

\[
\frac{M\mathbf u}{\tau}=-e\mathbf E-e\,\mathbf u\times\mathbf B .
\]

Insert \(\mathbf u=-\mathbf J/(ne)\) and solve for the field:

\[
\mathbf E=\frac{M}{ne^2\tau}\mathbf J+\frac{1}{ne}\mathbf J\times\mathbf B .
\]

Since \(\mathbf J\times\mathbf B=(J_yB,-J_xB)\), this is \(\mathbf E=\rho\mathbf J\) with

\[
\rho(B)=\begin{pmatrix}\rho_{xx}&s+h\\ s-h&\rho_{yy}\end{pmatrix},\qquad
h=\frac{B}{ne},\qquad s=\frac{M_{xy}}{ne^2\tau}. \tag{2}
\]

The diagonal elements are \(M_{xx}/(ne^2\tau)\) and \(M_{yy}/(ne^2\tau)\). In this model \(\rho_{xx}\), \(\rho_{yy}\) and \(s\) do not depend on \(B\), and \(h\) is odd. Hence \(\rho(B)^{T}=\rho(-B)\). Inverting both sides gives the same property for the conductivity \(\sigma=\rho^{-1}\), which is Onsager's relation for this sheet. A test against the orbit-integral solution of the Boltzmann equation confirmed the tensor, including its signs.

## Why the leads must be exchanged

Let \(\phi_1\) be the potential in a measurement at field \(B\), and \(\phi_2\) that in another measurement on the same sample at \(-B\). Then

\[
\mathbf J_1=-\sigma\nabla\phi_1,\qquad \mathbf J_2=-\sigma^{T}\nabla\phi_2,\qquad
\nabla\cdot\mathbf J_1=\nabla\cdot\mathbf J_2=0 .
\]

Because both currents are free of divergence,

\[
\nabla\cdot(\phi_2\mathbf J_1-\phi_1\mathbf J_2)
=\nabla\phi_2\cdot\mathbf J_1-\nabla\phi_1\cdot\mathbf J_2
=-\nabla\phi_2\cdot\sigma\nabla\phi_1+\nabla\phi_1\cdot\sigma^{T}\nabla\phi_2=0 .
\]

The last two terms cancel by the definition of the transpose. Now integrate over the sample and use the divergence theorem. Free edges contribute nothing, since no current crosses them. A metal contact \(a\) has a constant potential \(V_a\), and the outward current through it is \(-I_a\) if \(I_a\) enters there. Therefore

\[
\sum_a V_a^{(2)}I_a^{(1)}=\sum_a V_a^{(1)}I_a^{(2)} .
\]

Let measurement 1 send \(I\) in at \(i\) and out at \(j\), and measurement 2 send the same \(I\) in at \(k\) and out at \(l\). The sums reduce to \(V_i^{(2)}-V_j^{(2)}=V_k^{(1)}-V_l^{(1)}\). Division by \(I\) gives (1). The proof nowhere needs \(\sigma\) to be uniform or the sample to have a particular shape.

If the two pairs coincide, (1) becomes \(R_{ij,ij}(B)=R_{ij,ij}(-B)\), so two-terminal resistance is even. If they differ, field reversal alone compares quantities that (1) does not connect. What is even is the sum \(R_{ij,kl}(B)+R_{kl,ij}(B)\), because reversing \(B\) merely interchanges its two terms.

## A long bar, solved by hand

Consider a bar \(0\le x\le L\), \(0\le y\le w\), with metal ends and \(L\gg w\). Send \(I\) from the left end to the right end. Far from the ends the flow \(J_x=I/w\), \(J_y=0\) satisfies every condition: it is conserved, it does not cross the free edges, and its electric field is uniform and so free of curl. Probes facing each other at the bottom and top edges read

\[
\frac{V_{\rm bottom}-V_{\rm top}}{I}=\frac1I\int_0^wE_y\,dy=\rho_{yx}(B)=s-h . \tag{3}
\]

This is even if \(h=0\) and odd if \(s=0\). With tilted mass axes and a field it is neither.

Now exchange the pairs: \(I\) enters at the bottom probe and leaves at the top one, and the ends are connected to the voltmeter. The flow is complicated near the probes, but it need not be found. The end-to-end voltage is \(\int_0^LE_x\,dx\) along any height \(y\), so its average over \(y\) gives

\[
w(V_{\rm left}-V_{\rm right})=\iint E_x\,dx\,dy
=\rho_{xx}\iint J_x\,dx\,dy+\rho_{xy}\iint J_y\,dx\,dy .
\]

No net current passes through either end, so \(\int_0^wJ_x\,dy=0\) on each vertical section. The whole current \(I\) crosses each horizontal section, apart from a part short-circuited through the metal ends, which is negligible in a long bar. Thus \(\int_0^LJ_y\,dx=I\), the last double integral is \(wI\), and

\[
\frac{V_{\rm left}-V_{\rm right}}{I}=\rho_{xy}(B)=s+h=\rho_{yx}(-B). \tag{4}
\]

Equations (3) and (4) display reciprocity without having used the general proof.

For numbers, take a model sheet with \(n=10^{16}\) m⁻², \(\tau=1\) ps, and masses of 0.1 and 0.4 electron masses, the light axis lying at 30° to \(x\). The resistivities along the two axes are 354.9 and 1419.5 ohm. Rotation to the edges of the bar gives

\[
\begin{aligned}
\rho_{xx}&=354.9\cos^2 30^\circ+1419.5\sin^2 30^\circ=621.0\ \text{ohm},\\
s&=(354.9-1419.5)\sin30^\circ\cos30^\circ=-461.0\ \text{ohm},
\end{aligned}
\]

and, in the same way, \(\rho_{yy}=1153.3\) ohm. At \(B=1\) T, \(h=624.2\) ohm. The transverse resistance (3) is therefore \(-461.0-624.2\approx-1085\) ohm at \(+B\), and \(-461.0+624.2\approx163\) ohm at \(-B\). Both sign and size change. The exchanged resistance (4) takes the same two values in the opposite order. Tests on a numerically solved bar ten times longer than wide confirmed both formulas.

Half the difference of the two transverse readings is \((-1085.1-163.2)/2\approx-624\) ohm, which is \(-B/(ne)\). Half the sum is \(-461\) ohm, which is \(s\). A transverse voltage that survives this averaging does not by itself prove that the probes are misaligned: here they face each other perfectly, and the even part comes from the crystal axes.

## How the field gets into a same-edge voltage

One might still hope that probes on a single edge give an even resistance. To see when they do, write the conserved current through a stream function,

\[
J_x=\partial_y\psi,\qquad J_y=-\partial_x\psi .
\]

From (2), \(E_x=\rho_{xx}\partial_y\psi-(s+h)\partial_x\psi\) and \(E_y=(s-h)\partial_y\psi-\rho_{yy}\partial_x\psi\). The condition \(\partial_xE_y-\partial_yE_x=0\) becomes

\[
\rho_{yy}\partial_x^2\psi-2s\,\partial_x\partial_y\psi+\rho_{xx}\partial_y^2\psi=0 . \tag{5}
\]

The two terms in \(h\) have cancelled. In a uniform plate the Hall part is thus absent from the interior equation. In the present model \(\rho_{xx}\), \(\rho_{yy}\) and \(s\) do not depend on \(B\), so the field can alter the current pattern only through the boundary conditions; the field-independent pattern and equation (6) below rely on this.

On a free edge \(\psi\) is constant, which does not involve \(h\). Suppose first that the plate has no holes and that its whole boundary is free except for point contacts that feed the current. Then \(\psi\) is prescribed all round the boundary, and the current pattern is independent of \(B\). The Hall part of the electric field is \(h(J_y,-J_x)=-h\nabla\psi\). Integrating the electric field from probe \(k\) to probe \(l\) gives

\[
R_{ij,kl}(B)=R_{ij,kl}(0)+h\,\frac{\psi_k-\psi_l}{I}. \tag{6}
\]

The odd part is the Hall resistivity times the signed fraction of the current that passes between the probes. If both probes lie on the same stretch of edge between the current contacts, that fraction is zero and the resistance is even. The hope is justified in this case.

Metal ends of finite width change the matter. They impose \(E_y=0\), that is, \((s-h)J_x+\rho_{yy}J_y=0\), so the current crosses them with slope

\[
\frac{J_y}{J_x}=\frac{h-s}{\rho_{yy}} . \tag{7}
\]

This condition does contain \(h\). For \(s=0\) the slope merely changes sign with \(B\). For \(s\ne0\) its size changes too: in the example it is 0.94 at \(+B\) and \(-0.14\) at \(-B\).

The distortion caused by the ends dies out along the bar. With the sheared coordinate \(x'=x+(s/\rho_{xx})y\), the mixed derivative drops out of (5), leaving

\[
\frac{D}{\rho_{xx}}\,\partial_{x'}^2\psi+\rho_{xx}\,\partial_y^2\psi=0,\qquad D=\rho_{xx}\rho_{yy}-s^2 .
\]

The slowest disturbance that vanishes on both free edges is \(e^{-\kappa x'}\sin(\pi y/w)\). Substitution gives \(\kappa^2D/\rho_{xx}=\rho_{xx}\pi^2/w^2\), so \(\kappa=\pi\rho_{xx}/(w\sqrt D)\). The determinant \(D\) is the product of the two axis resistivities, so \(\sqrt D\approx710\) ohm and \(1/\kappa\approx0.36\,w\). In a long bar, probes several widths from the ends see uniform flow and give the even value \(\rho_{xx}\Delta x/w\), where \(\Delta x\) is their spacing. For the bar above, with \(\Delta x=5w\), this is 3105 ohm; the computed values at \(\pm B\) differ from it by less than 0.05%. In a square plate the probes are too near the ends for this protection.

## The square plate

Let \(L=w\). Contacts 1 and 2 are the full left and right ends, and 3 and 4 are point probes on the bottom edge at \(x=L/4\) and \(x=3L/4\). With current from 1 to 2,

\[
\begin{aligned}
R_{12,34}(+B)&=190.6\ \text{ohm},\\
R_{12,34}(-B)&=342.7\ \text{ohm}.
\end{aligned}
\]

Reversing the field from \(+B\) to \(-B\) raises the resistance by 152 ohm, or 80% of its value at \(+B\).

No Hall field acts along the line between these probes. On the free edge \(J_y=0\), so \(E_x=\rho_{xx}J_x\) and

\[
R_{12,34}=\frac{\rho_{xx}}{I}\int_{L/4}^{3L/4}J_x(x,0)\,dx .
\]

A uniform flow would give \(621.0/2=310.5\) ohm. The ratios \(190.6/310.5=0.61\) and \(342.7/310.5=1.10\) are therefore the mean edge current densities between the probes, in units of \(I/w\). The resistance changes because the current is redistributed, while \(\rho_{xx}\) stays fixed.

Averaging over the two field directions does not recover the zero-field result either. The average is 266.6 ohm, whereas the plate has 229.55 ohm at \(B=0\). Symmetrizing removes the odd part, but leaves the even part of the field-dependent current pattern.

Now exchange the pairs, with current in at 3 and out at 4 and the voltage taken between the ends:

\[
\begin{aligned}
R_{34,12}(+B)&=342.6\ \text{ohm},\\
R_{34,12}(-B)&=190.5\ \text{ohm}.
\end{aligned}
\]

These agree with (1). The direct values were found by solving for the potential, the exchanged ones by solving (5) for the stream function, so the agreement was not built into a common set of equations. The largest mismatch is 0.06 ohm with 120 cells per side, down from 0.22 ohm with 60. It is a discretization error, far smaller than the change of 152 ohm.

The two-terminal resistance \(R_{12,12}\) of the same plate is 710.9 ohm both at \(+B\), from the potential, and at \(-B\), from the stream function. The same sample thus has an even two-terminal resistance and a four-terminal resistance that is far from even.

## When evenness returns

A spatial symmetry can supply what reciprocity does not. Reflect the plate by \(x\to L-x\). The \(x\) components of \(\mathbf J\) and \(\mathbf E\) change sign and the \(y\) components do not, so both off-diagonal elements of \(\rho\) change sign: \(s\to-s\) and \(h\to-h\). The current now runs from right to left. Reversing all currents and voltages, which linearity allows, restores its direction. Contacts 3 and 4 have changed places, and the two sign changes of their voltage cancel. Hence

\[
R_{12,34}(B,s)=R_{12,34}(-B,-s).
\]

If the mass axes lie along the edges, \(s=0\) and the resistance is even. With the light axis along \(x\), the square gives 206.1 ohm for both field directions. The field still matters: at \(B=0\) the flow in this untilted plate is uniform and the resistance is \(354.9/2\approx177\) ohm. Evenness here is a property of this plate and this placement of probes. With \(s\neq0\) the reflection relates two different plates and says nothing about field reversal on one of them.

## Conditions on the reciprocity relation

The proof rests on the linear local law \(\mathbf J=-\sigma\nabla\phi\) and on \(\sigma(B)^T=\sigma(-B)\). Its steps fail in identifiable ways:

- If the sample has a magnetization that contributes to the Hall part of \(\sigma\) and stays fixed when the applied field is reversed, then \(\sigma(-B)\) is not the transpose of \(\sigma(B)\). The magnetization must be reversed as well.
- If the bias is so strong that \(\sigma\) depends on the current, the two measurements no longer share one pair of transposed tensors.
- If the sample is not isothermal, temperature gradients drive additional currents, including thermomagnetic ones, and \(-\sigma\nabla\phi\) is not the whole current. The proof above does not cover that case as it stands. A voltage caused by an externally imposed temperature difference does not scale with \(I\), and must be subtracted before \(R_{ij,kl}\) is formed.

The numerical values have narrower limits. They assume a plate much larger than the mean free path and neglect Landau quantization. At 1 T the cyclotron frequency \(\omega_c=eB/\sqrt{\det M}\) times \(\tau\) is 0.88, and the filling factor \(2\pi\hbar n/(eB)\) is about 41 (the output's label writes Planck's constant as h, which is not the Hall resistivity \(h\) of (2)). Many levels are therefore occupied, and their width, of order \(\hbar/\tau\), is comparable with their spacing \(\hbar\omega_c\); quantum oscillations are left out of the model. That neglect also needs a temperature that is not too low. Here \(\hbar\omega_c/k_B\approx6.7\) K, and the standard estimate of the relative oscillation amplitude, \(4e^{-\pi/\omega_c\tau}X/\sinh X\) with \(X=2\pi^2k_BT/\hbar\omega_c\) and \(\tau\) taken as the level lifetime, is about 11% as \(T\to0\), about 3.5% at 1 K and below 0.5% from 2 K upward. The numbers above therefore apply only above a few kelvin. Relation (1) itself is not affected.

A change of a four-terminal reading under field reversal is therefore no evidence, by itself, against Onsager symmetry. The measurement that checks the symmetry reverses the field and exchanges the current and voltage pairs. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
sheet density: 1.0e+16 m^-2
relaxation time: 1.0 ps
light mass: 0.10 electron masses
heavy mass: 0.40 electron masses
tilt of light axis from x: 30 degrees
field magnitude B: 1.0 T
cyclotron frequency times tau: 0.879
filling factor n h/(e B): 41.4
light-axis resistivity: 354.9 ohm
heavy-axis resistivity: 1419.5 ohm
rho_xx: 621.0 ohm
rho_yy: 1153.3 ohm
symmetric part of rho_xy: -461.0 ohm
Hall part B/(n e): 624.2 ohm
rho_yx at +B: -1085.1 ohm
rho_yx at -B: 163.2 ohm
rho_xy at +B: 163.2 ohm
rho_xy at -B: -1085.1 ohm
orbit integral, largest relative deviation: 7.5e-14
end slope J_y/J_x at +B: 0.941
end slope J_y/J_x at -B: -0.141
long bar, length/width: 10
long bar, transverse R at +B: -1085.1 ohm
long bar, exchanged transverse R at +B: 163.2 ohm
long bar, same-edge R at +B: 3103.8 ohm
long bar, transverse R at -B: 163.2 ohm
long bar, exchanged transverse R at -B: -1085.1 ohm
long bar, same-edge R at -B: 3105.2 ohm
long bar, rho_xx times spacing/width: 3105.1 ohm
square, R_12,34 at zero field: 229.55 ohm
square, R_12,34 at +B (potential): 190.55 ohm
square, R_12,34 at -B (potential): 342.69 ohm
square, R_34,12 at +B (stream function): 342.63 ohm
square, R_34,12 at -B (stream function): 190.53 ohm
square, even part of R_12,34: 266.62 ohm
square, odd part of R_12,34 at +B: -76.07 ohm
reciprocity mismatch, 60 cells per side: 0.223 ohm
reciprocity mismatch, 120 cells per side: 0.056 ohm
square, two-terminal R at +B (potential): 710.94 ohm
square, two-terminal R at -B (stream function): 710.93 ohm
untilted square, R_12,34 at +B: 206.09 ohm
untilted square, R_12,34 at -B: 206.09 ohm
```
